**Effective-medium and true thresholds for hopping with blocked bonds**

For hopping on a simple cubic lattice with a fraction p of open bonds, the effective-medium approximation (EMA) gives D/D0 = (3p − 1)/2 above p = 1/3 and zero below. Here D0 = a²w0, with a the lattice spacing and w0 the open-bond rate, and D is averaged over all starting sites. The program asserts that the network conductance equals the diffusivity from a Bloch mode of the hopping matrix, and that the one-bond formula matches solved networks. It also asserts that random networks follow the EMA line within set tolerances at p = 0.50, 0.70 and 0.90, but still conduct at p = 0.30 and 1/3. Spanning simulations, extrapolated from small cubes, give a threshold of 0.2488 ± 0.0013 (statistical error), which is asserted to lie within 0.008 of 0.249. Below threshold, the final mean square displacement from explicit clusters agrees with the EMA at p = 0.02 and is more than twice the EMA value at p = 0.20. The last part evaluates D for round parameters in the rough regime of lithium in a perovskite titanate and sizes several neglected effects, among them leakage, barrier spread and site blocking.

## Program and output

```python
"""Hopping on a simple cubic lattice with randomly blocked bonds.

Result under test: the single-bond effective-medium approximation (EMA) gives
    D/D0 = (3p - 1)/2 for p > 1/3, and D = 0 below,
while the real lattice conducts down to an open fraction near 0.249.
p: fraction of open bonds; w0: open-bond rate; D0 = a^2 w0; a: lattice spacing.
In the network part, a = 1 and w0 = 1. D is averaged over all starting sites.
u = s/w_m: Laplace variable divided by the effective rate w_m.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, csr_matrix, diags
from scipy.sparse.csgraph import connected_components
from scipy.special import i0e, i1e

rng = np.random.default_rng(7)


def lattice_bonds(size):
    """Ends of all bonds of a periodic cube; the x bonds come first."""
    sites = np.arange(size**3).reshape(size, size, size)
    tail = np.tile(sites.ravel(), 3)
    head = np.concatenate([np.roll(sites, -1, axis=k).ravel() for k in range(3)])
    return tail, head


def difference_matrix(size):
    tail, head = lattice_bonds(size)
    count = len(tail)
    rows = np.tile(np.arange(count), 2)
    values = np.concatenate([np.ones(count), -np.ones(count)])
    return csr_matrix((values, (rows, np.concatenate([head, tail]))),
                      shape=(count, size**3))


def conjugate_gradient(matrix, rhs):
    """Solve a consistent, possibly singular, positive semidefinite system."""
    solution = np.zeros_like(rhs)
    residual = rhs.copy()
    norm2 = residual @ residual
    target = 1e-16 * norm2
    if norm2 == 0:
        return solution
    direction = residual.copy()
    for _ in range(8000):
        image = matrix @ direction
        step = norm2 / (direction @ image)
        solution += step * direction
        residual -= step * image
        new_norm2 = residual @ residual
        if new_norm2 <= target:
            return solution
        direction = residual + (new_norm2 / norm2) * direction
        norm2 = new_norm2
    raise RuntimeError("network solver did not converge")


def network_diffusivity(diff, rates):
    """Dissipation per site under a unit mean gradient along x."""
    sites = diff.shape[1]
    pull = np.zeros(3 * sites)
    pull[:sites] = 1.0
    matrix = (diff.T @ diags(rates) @ diff).tocsr()
    potential = conjugate_gradient(matrix, -(diff.T @ (rates * pull)))
    drop = pull + diff @ potential
    return np.sum(rates * drop**2) / sites


def random_rates(sites, p, closed=0.0):
    """Exactly round(p * sites) open bonds along each axis."""
    rates = np.full(3 * sites, closed)
    for axis in range(3):
        chosen = rng.permutation(sites)[:int(round(p * sites))]
        rates[axis * sites + chosen] = 1.0
    return rates


def clusters(tail, head, is_open, sites):
    links = coo_matrix((np.ones(is_open.sum()), (tail[is_open], head[is_open])),
                       shape=(sites, sites))
    return connected_components(links, directed=False)


# 1. Network conductance against the slow Bloch mode of the hopping matrix.
size = 4
sites = size**3
tail, head = lattice_bonds(size)
rates = random_rates(sites, 0.6)
rates[(tail == 0) | (head == 0)] = 0.0          # one site is surely cut off
wave = 1e-3
phases = np.ones(3 * sites, dtype=complex)
phases[:sites] = np.exp(1j * wave)
bloch = np.zeros((3 * sites, sites), dtype=complex)
bloch[np.arange(3 * sites), head] = phases
bloch[np.arange(3 * sites), tail] -= 1.0
modes = np.linalg.eigvalsh(bloch.conj().T @ (rates[:, None] * bloch))
slow = modes[modes > 1e-10][0]
_, labels = clusters(tail, head, rates > 0, sites)
share = np.bincount(labels).max() / sites
d_bloch = share * slow / wave**2
d_network = network_diffusivity(difference_matrix(size), rates)
assert share < 1
assert abs(d_bloch / d_network - 1) < 1e-4
print(f"Small cell: D/D0 from Bloch mode     = {d_bloch:.6f}")
print(f"Small cell: D/D0 from network        = {d_network:.6f}")
print(f"Small cell: share of largest cluster = {share:.4f}")

# 2. One altered bond in a uniform periodic lattice.
size = 8
sites = size**3
diff = difference_matrix(size)
b_finite = (1 - 1 / sites) / 3
for altered in (0.0, 0.2, 5.0):
    rates = np.ones(3 * sites)
    rates[0] = altered
    found = sites * (network_diffusivity(diff, rates) - 1)
    expected = (altered - 1) / (1 + (altered - 1) * b_finite)
    assert abs(found - expected) < 1e-7
    print(f"One bond at rate {altered:.1f} w0: N*dD/D0      = {found:.5f}")


# 3. Resistance between neighbours, from the lattice Green function.
# The time variable is scaled by 1 + u, so the integrand stays of unit width.
def edge_resistance(u):
    """w_m R, from the difference of on-site and neighbour Green functions."""
    scale = 1 + u

    def integrand(x):
        t = x / scale
        return np.exp(-u * t) * i0e(2*t)**2 * (i0e(2*t) - i1e(2*t))
    return 2 / scale * quad(integrand, 0, np.inf, limit=300)[0]


def return_term(u):
    scale = 1 + u

    def integrand(x):
        t = x / scale
        return np.exp(-u * t) * i0e(2*t)**3
    return u / scale * quad(integrand, 0, np.inf, limit=300)[0]


b_static = edge_resistance(0.0)
assert abs(b_static - 1 / 3) < 1e-6
for u in (0.3, 2.0, 9.0, 2000.0):
    assert abs(edge_resistance(u) - (1 - return_term(u)) / 3) < 1e-7
print(f"Neighbour resistance w_m R, static   = {b_static:.6f}")


# 4. The EMA condition solved numerically, and its closed forms.
def ema_rate(rates, weights):
    """Root of the averaged one-bond effect, sought in the log of the rate."""
    rates, weights = np.asarray(rates), np.asarray(weights)

    def mean_effect(log_rate):
        m = np.exp(log_rate)
        return np.sum(weights * (m - rates) / (rates + 2 * m))
    return np.exp(brentq(mean_effect, np.log(1e-14), np.log(rates.max() * 1.01)))


for p in (0.35, 0.5, 0.8):
    assert abs(ema_rate([1.0, 0.0], [p, 1 - p]) - (3 * p - 1) / 2) < 1e-9

# 5. Random networks against the EMA line.
size = 20
sites = size**3
diff = difference_matrix(size)
samples = 8


def simulate(p, closed=0.0):
    values = [network_diffusivity(diff, random_rates(sites, p, closed))
              for _ in range(samples)]
    return np.mean(values), np.std(values, ddof=1) / np.sqrt(samples)


print(f"Networks: edge {size} sites, {samples} samples per p")
simulated = {}
for p in (0.15, 0.30, 1 / 3, 0.40, 0.50, 0.70, 0.90):
    mean, error = simulate(p)
    simulated[p] = mean, error
    line = max(0.0, (3 * p - 1) / 2)
    print(f"p={p:.3f}: D/D0 network {mean:.4f} +- {error:.4f}, EMA {line:.4f}")
assert simulated[0.15][0] < 1e-8
for p, tolerance in ((0.90, 0.015), (0.70, 0.015), (0.50, 0.03)):
    # allows for the approximation's own error and the finite samples
    assert abs(simulated[p][0] - (3 * p - 1) / 2) < tolerance
for p in (0.30, 1 / 3):
    assert simulated[p][0] > 4 * simulated[p][1]
slope = (simulated[1 / 3][0] - simulated[0.30][0]) / (1 / 3 - 0.30)
assert 0 < slope < 1.5
print(f"Network slope of D/D0, p 0.30 to 1/3 = {slope:.2f} (EMA line: {3/2:.2f})")
leaky, leaky_error = simulate(0.40, 0.1)
leaky_ema = ema_rate([1.0, 0.1], [0.40, 0.60])
assert abs(leaky / leaky_ema - 1) < 0.05
print(f"p=0.4, leak 0.1 w0: network {leaky:.4f}, EMA {leaky_ema:.4f} (D/D0)")


# 6. True threshold: the open fraction at which a cube is first spanned.
def spanning_fractions(size, count):
    sites = size**3
    tail, head = lattice_bonds(size)
    usable = np.ones(3 * sites, dtype=bool)
    usable[:sites] = head[:sites] > tail[:sites]     # no wrapping along x
    tail, head = tail[usable], head[usable]
    results = []
    for _ in range(count):
        marks = rng.random(len(tail))
        low, high = 0.05, 0.60
        for _ in range(11):
            middle = (low + high) / 2
            _, labels = clusters(tail, head, marks < middle, sites)
            first, last = labels[:size**2], labels[-size**2:]
            if np.intersect1d(first, last).size:
                high = middle
            else:
                low = middle
        results.append((low + high) / 2)
    return np.array(results)


def extrapolate(groups):
    """Mean spanning fraction at zero width of the transition."""
    widths = [np.std(g, ddof=1) for g in groups]
    return np.polyfit(widths, [np.mean(g) for g in groups], 1)[1]


groups = []
for size, count in ((8, 400), (14, 300), (22, 200)):
    group = spanning_fractions(size, count)
    groups.append(group)
    print(f"Edge {size}: spanning p = {group.mean():.4f}, width {group.std(ddof=1):.4f}")
threshold = extrapolate(groups)
threshold_error = np.std([extrapolate([rng.choice(g, len(g)) for g in groups])
                          for _ in range(200)])
assert abs(threshold - 0.249) < 0.008     # small cubes and finite sampling
assert 1 / 5 < threshold < 1 / 3 - 5 * threshold_error
print(f"Extrapolated threshold = {threshold:.4f} +- {threshold_error:.4f}")
print(f"EMA threshold {1/3:.4f}; lower bound from path count {1/5:.4f}")


# 7. Below threshold the mean square displacement saturates.
def ema_spread(p):
    u = brentq(lambda v: return_term(v) - (1 - 3 * p), 1e-2, 1e5)
    return 6 / u


def cluster_spread(p, size=60, margin=12, count=4):
    """Final spread when each start ends uniformly over its own cluster."""
    sites = size**3
    tail, head = lattice_bonds(size)
    inside = head > tail
    tail, head = tail[inside], head[inside]
    places = np.indices((size, size, size)).reshape(3, -1).astype(float)
    core = np.all((places >= margin) & (places < size - margin), axis=0)
    values = []
    for _ in range(count):
        _, labels = clusters(tail, head, rng.random(len(tail)) < p, sites)
        members = np.bincount(labels)
        spread = np.zeros(sites)
        for x in places:
            centre = np.bincount(labels, x) / members
            offset2 = (x - centre[labels])**2
            spread += offset2 + (np.bincount(labels, offset2) / members)[labels]
        values.append(spread[core].mean())
    return np.mean(values)


assert abs(ema_spread(1e-3) / 3e-3 - 1) < 0.01
small_laplace = 1e-6


def dynamic_effect(rate, p=0.2):
    resistance = edge_resistance(small_laplace / rate) / rate
    return (p * (rate - 1) / (1 - (rate - 1) * resistance)
            + (1 - p) * rate / (1 - rate * resistance))


slow_rate = brentq(dynamic_effect, small_laplace / 50, small_laplace / 0.5,
                   xtol=1e-16, rtol=1e-12)
assert abs(6 * slow_rate / small_laplace / ema_spread(0.2) - 1) < 1e-4
spreads = {p: (cluster_spread(p), ema_spread(p)) for p in (0.02, 0.20)}
assert abs(spreads[0.02][0] / spreads[0.02][1] - 1) < 0.06
assert spreads[0.20][0] > spreads[0.20][1]
for p, (real, approximate) in spreads.items():
    print(f"p={p:.2f}: final <r^2>/a^2 clusters {real:.4f}, EMA {approximate:.4f}")

# 8. Worked example: round values, rough regime of Li in a perovskite titanate.
spacing_nm, attempt, temperature = 0.39, 1e13, 300.0
open_barrier, blocked_barrier, p_example = 0.35, 0.60, 0.50
boltzmann = const.k / const.e                     # eV/K
thermal = boltzmann * temperature                 # eV
open_rate = attempt * np.exp(-open_barrier / thermal)
d_open = (spacing_nm * 1e-7)**2 * open_rate       # cm^2/s
d_ema = d_open * (3 * p_example - 1) / 2
print(f"Spacing {spacing_nm} nm, attempt rate {attempt:.0e} 1/s, T {temperature:.0f} K")
print(f"Barriers: open {open_barrier:.2f} eV, blocked {blocked_barrier:.2f} eV")
print(f"Thermal energy                       = {thermal:.5f} eV")
print(f"Open-window hop rate w0              = {open_rate:.3e} 1/s")
print(f"D0, all windows open                 = {d_open:.3e} cm^2/s")
print(f"D at p=0.50, EMA                     = {d_ema:.3e} cm^2/s")
print(f"D at p=0.50, network                 = {d_open*simulated[0.50][0]:.3e} cm^2/s")
print(f"Mobility at p=0.50, EMA              = {d_ema/thermal:.3e} cm^2/(V s)")
print(f"D at p=0.30, network (EMA: none)     = {d_open*simulated[0.30][0]:.3e} cm^2/s")

# 9. Size of the neglected effects for the same numbers.
for warm in (300.0, 400.0):
    leak = np.exp(-(blocked_barrier - open_barrier) / (boltzmann * warm))
    at_threshold = ema_rate([1.0, leak], [1 / 3, 2 / 3])
    below = ema_rate([1.0, leak], [0.2, 0.8])
    assert abs(at_threshold / np.sqrt(leak / 2) - 1) < 0.02
    assert abs(below / (leak / (1 - 3 * 0.2)) - 1) < 0.02
    print(f"Leak w1/w0 at {warm:.0f} K                 = {leak:.3e}")
    print(f"  EMA D/D0: p=1/3 {at_threshold:.3e}, p=0.2 {below:.3e}")

barrier_spread = 0.05
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()
spread_rates = np.append(np.exp(-barrier_spread * nodes / thermal), 0.0)
spread_weights = np.append(p_example * weights, 1 - p_example)
spread_factor = ema_rate(spread_rates, spread_weights) / ((3 * p_example - 1) / 2)
print(f"Barrier spread {barrier_spread:.2f} eV: D times       = {spread_factor:.3f}")

size = 20
sites = size**3
tail, head = lattice_bonds(size)
site_fraction = np.sqrt(p_example)
site_values = []
for _ in range(samples):
    free = np.zeros(sites, dtype=bool)
    free[rng.permutation(sites)[:int(round(site_fraction * sites))]] = True
    rates = (free[tail] & free[head]).astype(float)
    site_values.append(network_diffusivity(diff, rates) / free.mean())
print(f"Blocked sites, free fraction {site_fraction:.3f}: D/D0 = {np.mean(site_values):.4f}")
print("  (per carrier on free sites; same open-bond fraction 0.50)")

tunnelling = (const.h * attempt / (const.k * temperature))**2 / 24
print(f"Leading tunnelling correction to w0  = {100*tunnelling:.1f} %")
carrier_fraction, permittivity = 0.01, 100.0
distance_nm = spacing_nm / carrier_fraction**(1 / 3)
repulsion = const.e / (4 * np.pi * const.epsilon_0 * permittivity * distance_nm * 1e-9)
print(f"Carriers per site {carrier_fraction}, permittivity {permittivity:.0f}")
print(f"  distance {distance_nm:.2f} nm, repulsion/(k_B T) = {repulsion/thermal:.3f}")
field = 0.01                                      # MV/cm
field_ratio = field * 1e6 * spacing_nm * 1e-7 / (2 * thermal)
print(f"Field {field} MV/cm: eFa/(2 k_B T)     = {field_ratio:.2e}")

print("ALL CHECKS PASSED")
```

Printed output:

```
Small cell: D/D0 from Bloch mode     = 0.379187
Small cell: D/D0 from network        = 0.379187
Small cell: share of largest cluster = 0.9844
One bond at rate 0.0 w0: N*dD/D0      = -1.49854
One bond at rate 0.2 w0: N*dD/D0      = -1.09013
One bond at rate 5.0 w0: N*dD/D0      = 1.71620
Neighbour resistance w_m R, static   = 0.333333
Networks: edge 20 sites, 8 samples per p
p=0.150: D/D0 network 0.0000 +- 0.0000, EMA 0.0000
p=0.300: D/D0 network 0.0175 +- 0.0011, EMA 0.0000
p=0.333: D/D0 network 0.0445 +- 0.0014, EMA 0.0000
p=0.400: D/D0 network 0.1178 +- 0.0013, EMA 0.1000
p=0.500: D/D0 network 0.2530 +- 0.0017, EMA 0.2500
p=0.700: D/D0 network 0.5485 +- 0.0007, EMA 0.5500
p=0.900: D/D0 network 0.8494 +- 0.0004, EMA 0.8500
Network slope of D/D0, p 0.30 to 1/3 = 0.81 (EMA line: 1.50)
p=0.4, leak 0.1 w0: network 0.3066, EMA 0.3043 (D/D0)
Edge 8: spanning p = 0.2387, width 0.0322
Edge 14: spanning p = 0.2426, width 0.0175
Edge 22: spanning p = 0.2462, width 0.0093
Extrapolated threshold = 0.2488 +- 0.0013
EMA threshold 0.3333; lower bound from path count 0.2000
p=0.02: final <r^2>/a^2 clusters 0.0656, EMA 0.0645
p=0.20: final <r^2>/a^2 clusters 3.8727, EMA 1.7011
Spacing 0.39 nm, attempt rate 1e+13 1/s, T 300 K
Barriers: open 0.35 eV, blocked 0.60 eV
Thermal energy                       = 0.02585 eV
Open-window hop rate w0              = 1.319e+07 1/s
D0, all windows open                 = 2.006e-08 cm^2/s
D at p=0.50, EMA                     = 5.016e-09 cm^2/s
D at p=0.50, network                 = 5.076e-09 cm^2/s
Mobility at p=0.50, EMA              = 1.940e-07 cm^2/(V s)
D at p=0.30, network (EMA: none)     = 3.518e-10 cm^2/s
Leak w1/w0 at 300 K                 = 6.312e-05
  EMA D/D0: p=1/3 5.634e-03, p=0.2 1.577e-04
Leak w1/w0 at 400 K                 = 7.082e-04
  EMA D/D0: p=1/3 1.900e-02, p=0.2 1.759e-03
Barrier spread 0.05 eV: D times       = 0.656
Blocked sites, free fraction 0.707: D/D0 = 0.5466
  (per carrier on free sites; same open-bond fraction 0.50)
Leading tunnelling correction to w0  = 10.7 %
Carriers per site 0.01, permittivity 100
  distance 1.81 nm, repulsion/(k_B T) = 0.308
Field 0.01 MV/cm: eFa/(2 k_B T)     = 7.54e-03
ALL CHECKS PASSED
```
